# Coupled plasmon and longitudinal optical phonon modes in doped polar semiconductors, part 1

(Sections cited here and not found follow in the second part.)

## First half: the equations of motion and the two modes

A polar semiconductor has an optical lattice vibration in which the positive and negative ions of each cell move against each other. When the vibration is longitudinal, it sets up a macroscopic electric field. Doping adds free carriers, whose collective oscillation is also driven by a longitudinal field. Both motions feel the same field, so neither can be treated alone once their frequencies are comparable. The problem is to find the joint modes at long wavelength and to follow them as the carrier density is changed.

The crystal is cubic, with one infrared-active optical branch. Its transverse frequency is \(\omega_T\), its dielectric constant with the ions held fixed is \(\epsilon_\infty\), and its static dielectric constant without free carriers is \(\epsilon_0>\epsilon_\infty\). There are \(n\) free electrons per volume in one isotropic parabolic band of mass \(m\). The ionized donors form a uniform, immobile positive background. The carriers are assumed to leave \(\omega_T\), \(\epsilon_\infty\) and \(\epsilon_0\) unchanged. Damping is absent until the last part.

Hartree atomic units are used, with the Gaussian form of the field equations, so that \(D=E+4\pi P\). The electron charge is \(-1\), and waves vary as \(\exp(i\mathbf q\cdot\mathbf r-i\omega t)\). Frequencies are quoted as energies, with 1 mHa equal to \(10^{-3}\) hartree.

The numerical example uses round model parameters that belong to no particular material: \(\omega_T=1.2\) mHa, \(\epsilon_\infty=10\), \(\epsilon_0=12.1\) and \(m=0.1\).

### (a) The lattice without carriers

**Question.** Write the long-wavelength equation of motion of the lattice in a macroscopic field. Express its coupling constant through \(\omega_T\), \(\epsilon_\infty\) and \(\epsilon_0\), and find the longitudinal frequency \(\omega_L\) of the undoped crystal.

**Solution.** Let \(\mathbf u\) be the relative displacement of the two ions in a cell, \(\mu\) their reduced mass and \(\Omega\) the cell volume. The scaled displacement \(\mathbf w=(\mu/\Omega)^{1/2}\mathbf u\) has kinetic energy density \(\dot w^2/2\). For small amplitudes the remaining energy density is quadratic in \(w\) and \(E\), and cubic symmetry makes all coefficients scalars:
\[
U=\tfrac12 a\,w^2-\gamma\,wE-\frac{\epsilon_\infty-1}{8\pi}E^2 .
\]
The force is \(-\partial U/\partial w\) and the polarization is \(-\partial U/\partial E\). One constant \(\gamma\) therefore governs both the force of the field on the ions and the polarization that the ions produce:
\[
\ddot w=-a\,w+\gamma E,\qquad P_{\rm lat}=\gamma w+\frac{\epsilon_\infty-1}{4\pi}E .
\]
The last coefficient is right because \(w=0\) gives \(D=E+4\pi P_{\rm lat}=\epsilon_\infty E\), as it must for clamped ions.

In a transverse wave \(\nabla\cdot\mathbf P=0\), so there is no polarization charge. At wavelengths short compared with that of light at the same frequency, retardation is negligible and no charge means no field. The equation reduces to \(\ddot w=-a\,w\), hence \(a=\omega_T^2\).

In a static field \(\ddot w=0\) and \(w=\gamma E/\omega_T^2\). Then
\[
D=\left(\epsilon_\infty+\frac{4\pi\gamma^2}{\omega_T^2}\right)E=\epsilon_0E
\quad\Longrightarrow\quad 4\pi\gamma^2=(\epsilon_0-\epsilon_\infty)\,\omega_T^2 .
\]

In a longitudinal wave \(\mathbf D\) is parallel to \(\mathbf q\). Without free charge \(i\mathbf q\cdot\mathbf D=0\), so \(D=0\). This gives \(\epsilon_\infty E=-4\pi\gamma w\), and the equation of motion becomes
\[
\ddot w=-\left(\omega_T^2+\frac{4\pi\gamma^2}{\epsilon_\infty}\right)w .
\]
Inserting \(4\pi\gamma^2\), one finds
\[
\omega_L^2=\omega_T^2+\frac{\epsilon_0-\epsilon_\infty}{\epsilon_\infty}\,\omega_T^2=\omega_T^2\,\frac{\epsilon_0}{\epsilon_\infty}.
\]
The field opposes the displacement that causes it and so stiffens the longitudinal vibration. In the example \(\epsilon_0/\epsilon_\infty=1.21\), and \(\omega_L=1.2\times1.1=1.32\) mHa. A combination needed repeatedly is
\[
\frac{4\pi\gamma^2}{\epsilon_\infty}=\omega_L^2-\omega_T^2 .
\]

### (b) The motion of the electrons

**Question.** Find how the mean displacement \(s\) of the electrons responds to a field that varies slowly in space. Do the forces between the electrons matter?

**Solution.** Consider a region that is small compared with the wavelength but holds many electrons. The macroscopic field \(E(t)\), which includes the average field of all charges, is uniform in it. The remaining forces between electrons derive from a pair potential \(V\). A charge \(-1\) in the field has potential energy \(+\mathbf E\cdot\mathbf r\), so
\[
H=\sum_i\frac{\mathbf p_i^2}{2m}+\sum_{i<j}V(\mathbf r_i-\mathbf r_j)+\mathbf E(t)\cdot\sum_i\mathbf r_i .
\]
For \(N\) electrons with centre of mass \(\mathbf R=N^{-1}\sum_i\mathbf r_i\), the Heisenberg equations are
\[
\dot{\mathbf R}=\frac{1}{Nm}\sum_i\mathbf p_i,\qquad
\frac{d}{dt}\sum_i\mathbf p_i=-N\mathbf E .
\]
The pair forces have dropped out of the second equation because they are equal and opposite. Taking expectation values and measuring the displacement \(s\) from the unperturbed state,
\[
m\ddot s=-E .
\]
Within this model the interaction between electrons therefore has no influence on the uniform response, except through \(E\) itself.

Two conditions enter. The first equation needs a parabolic band, since otherwise the total velocity is not proportional to the total momentum. Also, neighbouring regions must exert no net force on one another. Such forces come from differences of stress in the electron gas and vanish as \(q\to0\); part (i) gives their leading effect. Collisions with donors and with short-wavelength phonons, which take momentum from the electrons, are left out here.

The displaced electrons have charge density \(-n\) against a fixed background, so their dipole moment per volume is
\[
P_{\rm el}=-ns .
\]

### (c) The field made by both motions

**Question.** Find the longitudinal field produced by given \(w\) and \(s\) at wavevector \(q\neq0\). What changes if \(q\) is strictly zero?

**Solution.** Let all vectors point along \(\mathbf q\), and let \(P=P_{\rm lat}+P_{\rm el}\). The charge density is \(\rho=-\nabla\cdot\mathbf P=-iqP\). Poisson's equation \(-\nabla^2\phi=4\pi\rho\) gives
\[
q^2\phi=-4\pi i\,qP\quad\Longrightarrow\quad \phi=-\frac{4\pi i}{q}P .
\]
The field is
\[
E=-iq\,\phi=(-iq)\left(-\frac{4\pi i}{q}\right)P=4\pi i^2P=-4\pi P .
\]
The wavevector has cancelled. However long the wave, its charge produces a field of the same strength for a given polarization. With \(P\) written out,
\[
E=-4\pi\gamma w-(\epsilon_\infty-1)E+4\pi ns
\quad\Longrightarrow\quad
\epsilon_\infty E=-4\pi(\gamma w-ns).
\]

The division by \(q\) was allowed because \(q\neq0\). A strictly uniform displacement in a closed periodic cell makes no charge and hence, with periodic potential, no field. The equations of parts (a) and (b) with \(E=0\) then give the frequencies \(\omega_T\) and zero. The long-wavelength limit is the limit \(q\to0\), not this separate uniform case.

A longitudinal field has no curl, so an oscillating longitudinal mode carries no magnetic field. Retardation therefore does not alter the result, although it does alter transverse modes when \(q\) is comparable with \(\omega/c\), where \(c\) is the speed of light.

### (d) The joint modes

**Question.** Bring the coupled equations to symmetric form and find the mode frequencies \(\omega_\pm\). Confirm the result from the total dielectric function.

**Solution.** The electrons have kinetic energy density \(nm\dot s^2/2\). The variable \(v=-(nm)^{1/2}s\) turns this into \(\dot v^2/2\), the same form as for \(w\). The minus sign makes positive \(v\) correspond to positive polarization:
\[
-ns=\frac{n}{\sqrt{nm}}\,v=\sqrt{\frac nm}\,v,\qquad
\ddot v=-\sqrt{nm}\,\ddot s=\frac{\sqrt{nm}}{m}E=\sqrt{\frac nm}\,E .
\]
The field from part (c) is now
\[
E=-\frac{4\pi}{\epsilon_\infty}\left(\gamma w+\sqrt{\frac nm}\,v\right).
\]
Substitution in both equations of motion gives
\[
\ddot w=-\left(\omega_T^2+\frac{4\pi\gamma^2}{\epsilon_\infty}\right)w-g\,v,
\qquad
\ddot v=-g\,w-\frac{4\pi n}{m\epsilon_\infty}\,v,
\]
with \(g=(4\pi\gamma/\epsilon_\infty)\sqrt{n/m}\). The first bracket is \(\omega_L^2\). The last coefficient defines the plasma frequency
\[
\omega_p^2=\frac{4\pi n}{m\epsilon_\infty},
\]
at which the electrons would oscillate if the ions were held fixed. The coupling follows from
\[
g^2=\frac{4\pi\gamma^2}{\epsilon_\infty}\,\frac{4\pi n}{m\epsilon_\infty}
=(\omega_L^2-\omega_T^2)\,\omega_p^2 ,
\]
and \(g>0\) when the sign of \(w\) is chosen so that \(\gamma>0\). For a mode with \(\lambda=\omega^2\),
\[
\begin{pmatrix}\omega_L^2&g\\ g&\omega_p^2\end{pmatrix}
\begin{pmatrix}w\\v\end{pmatrix}=\lambda\begin{pmatrix}w\\v\end{pmatrix},
\qquad g=\omega_p\sqrt{\omega_L^2-\omega_T^2}.
\]
The determinant condition is
\[
(\omega_L^2-\lambda)(\omega_p^2-\lambda)-\omega_p^2(\omega_L^2-\omega_T^2)=0 .
\]
On expansion the terms \(\omega_L^2\omega_p^2\) cancel, leaving
\[
\lambda^2-(\omega_L^2+\omega_p^2)\lambda+\omega_p^2\omega_T^2=0 .
\]
The solutions are
\[
\omega_\pm^2=\tfrac12\left[\omega_L^2+\omega_p^2\pm
\sqrt{(\omega_L^2+\omega_p^2)^2-4\omega_p^2\omega_T^2}\right].
\]

The dielectric function gives the same equation. From part (a), an oscillating field gives \(w=\gamma E/(\omega_T^2-\omega^2)\), so the lattice contributes
\[
\epsilon_{\rm lat}(\omega)=\epsilon_\infty+\frac{(\epsilon_0-\epsilon_\infty)\omega_T^2}{\omega_T^2-\omega^2}
=\frac{\epsilon_0\omega_T^2-\epsilon_\infty\omega^2}{\omega_T^2-\omega^2}
=\epsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.
\]
The electrons obey \(-m\omega^2s=-E\), so \(P_{\rm el}=-nE/(m\omega^2)\). They add \(-4\pi n/(m\omega^2)=-\epsilon_\infty\omega_p^2/\omega^2\). A longitudinal field can exist with \(D=0\) if the total vanishes:
\[
\epsilon_\infty\left[\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}-\frac{\omega_p^2}{\omega^2}\right]=0 .
\]
Multiplying by \(\omega^2(\omega_T^2-\omega^2)/\epsilon_\infty\) gives \((\omega_L^2-\omega^2)\omega^2-\omega_p^2(\omega_T^2-\omega^2)=0\), which is the previous quadratic with its sign reversed.

As an example take \(\omega_p=2\omega_L=2.64\) mHa. In units of mHa², \(\omega_p^2=6.970\) and \(\omega_L^2+\omega_p^2=8.712\). The square root is \((75.90-4\times6.970\times1.44)^{1/2}=5.979\). Half the sum and half the difference are \(7.346\) and \(1.366\), so \(\omega_+=2.710\) mHa and \(\omega_-=1.169\) mHa.

### (e) Where the modes can lie

**Question.** Locate \(\omega_-\) and \(\omega_+\) relative to \(\omega_T\), \(\omega_L\) and \(\omega_p\) for any \(n>0\). How do they move with density, and how are the ionic and electronic polarizations phased?

**Solution.** Let \(f(\lambda)=\lambda^2-(\omega_L^2+\omega_p^2)\lambda+\omega_p^2\omega_T^2\). Direct substitution gives
\[
f(0)=\omega_p^2\omega_T^2>0,\qquad
f(\omega_T^2)=-\omega_T^2(\omega_L^2-\omega_T^2)<0,
\]
\[
f(\omega_L^2)=f(\omega_p^2)=-\omega_p^2(\omega_L^2-\omega_T^2)<0 .
\]
An upward parabola is negative only between its roots. Hence \(\omega_-\) lies below all three of \(\omega_T\), \(\omega_L\) and \(\omega_p\), while \(\omega_+\) lies above all three. In the long-wavelength limit no longitudinal bulk mode exists between \(\omega_T\) and \(\omega_L\) at any density. In that interval the lattice dielectric function is negative, and the electrons make the total more negative still.

To find the motion with density, differentiate \(f(\lambda)=0\) with respect to \(\omega_p^2\):
\[
\left(2\lambda-\omega_L^2-\omega_p^2\right)\frac{d\lambda}{d\omega_p^2}=\lambda-\omega_T^2 .
\]
For the upper root both the bracket and the right side are positive. For the lower root both are negative. Both frequencies therefore rise with density.

The electronic polarization \(-nE/(m\omega^2)\) is opposite to the field in either mode. The ionic part \(\gamma w=\gamma^2E/(\omega_T^2-\omega^2)\) is parallel to the field below \(\omega_T\) and opposite to it above. In the lower mode the two polarizations thus oppose each other, which weakens the field and lowers the frequency. In the upper mode they add.

## Second half: the avoided crossing and its range of validity

The crystal has transverse frequency \(\omega_T\), clamped-ion and static dielectric constants \(\epsilon_\infty\) and \(\epsilon_0\), and longitudinal frequency \(\omega_L=\omega_T(\epsilon_0/\epsilon_\infty)^{1/2}\). Its \(n\) electrons per volume have band mass \(m\) and plasma frequency \(\omega_p\), with \(\omega_p^2=4\pi n/(m\epsilon_\infty)\). The scaled displacements \(w\) of the ions and \(v\) of the electrons have kinetic energy densities \(\dot w^2/2\) and \(\dot v^2/2\). They obey
\[
\begin{pmatrix}\omega_L^2&g\\ g&\omega_p^2\end{pmatrix}
\begin{pmatrix}w\\v\end{pmatrix}=\lambda\begin{pmatrix}w\\v\end{pmatrix},
\quad g=\omega_p\sqrt{\omega_L^2-\omega_T^2},\quad \lambda=\omega^2 .
\]
The roots \(\omega_\pm^2\) solve \(\lambda^2-(\omega_L^2+\omega_p^2)\lambda+\omega_p^2\omega_T^2=0\), with \(\omega_-<\omega_T<\omega_L<\omega_+\). Atomic units are used, and the example has \(\omega_T=1.2\) mHa, \(\omega_L=1.32\) mHa, \(\epsilon_\infty=10\), \(\epsilon_0=12.1\) and \(m=0.1\).

### (f) The gap between the branches

**Question.** At what density do the uncoupled frequencies \(\omega_L\) and \(\omega_p\) meet, and what are the true frequencies there? At what density is \(\omega_+-\omega_-\) smallest, and how small is it?

The lattice vibration and the free carriers, coupled by their common longitudinal field, form two long-wavelength modes, one below \(\omega_T\) and one above \(\omega_L\) at every carrier density. It remains to answer question (f) on the gap between them, and then to find their character, their limits at low and high density, and the effects of finite wavevector and weak damping.

All numerical values are calculated from the stated model.
